# Current through a breakdown path: the quantum point contact law

## 1. A channel with a sharp threshold

After dielectric breakdown, current can cross a gate oxide through a narrow conducting path. Suppose first that the path carries one transverse mode and acts as a perfect gate. An electron whose energy exceeds a threshold $\Phi$ passes, and one with less energy is turned back. Let the bias be shared equally between the two sides.

Energies are measured from the equilibrium Fermi level. Here $e>0$, and the italic product $eV$ is an energy, while upright eV is the unit. For $V>0$ the left reservoir is filled to $+eV/2$ and the right one to $-eV/2$. Electrons then flow to the right, and $I$ denotes the positive magnitude of the resulting current.

To find the current per unit energy, take a wire of length $L$ with periodic ends. Its allowed wave numbers are spaced by $2\pi/L$, each holds two spins, and an electron of velocity $v$ carries a current $ev/L$. Filling the right-moving states in a narrow energy range gives

$$
dI=2\,\frac{L\,dk}{2\pi}\,\frac{ev}{L}
=\frac{e}{\pi}\,\frac{1}{\hbar}\frac{dE}{dk}\,dk
=\frac{2e}{h}\,dE .
$$

The velocity has cancelled the density of states. At zero temperature the states with $|E|<eV/2$ are filled on the left and empty on the right, so they alone give a net current. Write $G_0=2e^2/h$. The sharp gate has three regimes:

- If $\Phi<-eV/2$, the whole window passes and $I=G_0V$.
- If $-eV/2<\Phi<eV/2$, only the part above threshold passes and $I=G_0(V/2-\Phi/e)$.
- If $\Phi>eV/2$, nothing passes.

The first regime is ohmic even though no electron scatters inside the channel. The third has no current at all, so at zero temperature an exponential law must come from transmission below the threshold.

## 2. General window and a smooth barrier

Let a fraction $\beta$ of the bias raise the left reservoir, with $0\le\beta\le1$:

$$
\mu_L=\beta eV,\qquad \mu_R=-(1-\beta)eV,\qquad \mu_L-\mu_R=eV .
$$

If an electron of energy $E$ is transmitted with probability $T(E)$, the net current is

$$
I=\frac{2e}{h}\int T(E)\,[f_L(E)-f_R(E)]\,dE ,
$$

where $f_L$ and $f_R$ are the Fermi functions. This assumes coherent, elastic passage between reservoirs that absorb every arriving electron.

Where the path narrows, transverse confinement raises the bottom of the mode. Near the narrowest point this subband edge has a maximum, and its expansion to second order is an inverted parabola:

$$
U(x)=\Phi-\tfrac12m\omega^2x^2 .
$$

Here $m$ is the effective mass along the path and $\omega$ measures the curvature. In this model $\Phi$ and $\omega$ do not change with bias. The parabola also continues downward without end, which no real barrier does. Both simplifications are sized in section 7.

## 3. Exact transmission of the parabola

Use the length $\ell=\sqrt{\hbar/(m\omega)}$ and put $x=\ell q$, $p=-i\,d/dq$, so that $[q,p]=i$. With $\varepsilon=(E-\Phi)/(\hbar\omega)$ the wave equation becomes

$$
H\psi=\varepsilon\psi,\qquad H=\tfrac12(p^2-q^2).
$$

Define

$$
u=\frac{q+p}{\sqrt2},\qquad v=\frac{q-p}{\sqrt2}.
$$

Multiplying out, the cross terms cancel in the symmetric sum $uv+vu=q^2-p^2$, and the commutator is $[v,u]=\tfrac12([q,p]-[p,q])=i$. Therefore

$$
H=-\tfrac12(uv+vu),
$$

and $u$ is the momentum conjugate to the coordinate $v$.

The classical equations $\dot q=p$, $\dot p=q$ give $\dot u=u$ and $\dot v=-v$. Long before the encounter $v$ dominates and $q\simeq v/\sqrt2$; long after it $u$ dominates and $q\simeq u/\sqrt2$. A wave arriving from the left thus lives on $v<0$. Its transmitted part lives on $u>0$ and its reflected part on $u<0$.

In the $v$ representation $u=-i\,d/dv$, so

$$
H=i\left(v\frac{d}{dv}+\frac12\right),\qquad
v\phi'=\left(-i\varepsilon-\tfrac12\right)\phi .
$$

The incident solution is $\phi=|v|^{-i\varepsilon-1/2}$ for $v<0$ and zero for $v>0$. Its density is $1/|v|$ and its speed along $v$ is $|v|$, so its flux is one. The same state in the $u$ representation is a Fourier transform. With $v=-s$,

$$
\psi(u)=\frac1{\sqrt{2\pi}}\int_0^\infty e^{ius}s^{-i\varepsilon-1/2}ds
=\frac{\Gamma(\frac12-i\varepsilon)}{\sqrt{2\pi}}\,(-iu)^{i\varepsilon-1/2}.
$$

The integral is the gamma integral with a damping factor $e^{-\delta s}$, $\delta\to0^+$. That prescription fixes the phase: $-iu=|u|e^{-i\pi/2}$ for $u>0$ and $|u|e^{+i\pi/2}$ for $u<0$. Raising $e^{\mp i\pi/2}$ to the power $i\varepsilon$ gives $e^{\pm\pi\varepsilon/2}$. The speed along $u$ is $|u|$, so the outgoing fluxes $|u||\psi|^2$ are

$$
T=\frac{|\Gamma(\frac12-i\varepsilon)|^2}{2\pi}e^{\pi\varepsilon},\qquad
R=\frac{|\Gamma(\frac12-i\varepsilon)|^2}{2\pi}e^{-\pi\varepsilon}.
$$

The reflection formula $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$ at $z=\frac12+i\varepsilon$ gives $|\Gamma(\frac12+i\varepsilon)|^2=\pi/\cosh\pi\varepsilon$. Hence $T+R=1$, as flux conservation requires, and

$$
T(E)=\frac{e^{\pi\varepsilon}}{2\cosh\pi\varepsilon}
=\frac1{1+e^{-\alpha(E-\Phi)}},\qquad \alpha=\frac{2\pi}{\hbar\omega}.
$$

At the barrier top $T=1/2$. Well below it $T\simeq e^{-\alpha(\Phi-E)}$, so $\alpha$ sets how fast tunnelling dies away. Direct numerical integration of the wave equation at $\varepsilon=-1.2,-0.5,0,0.5$ agrees with this formula to a relative error of at most $1.3\times10^{-5}$.

## 4. Integrating over the window

At zero temperature $f_L-f_R$ is one between $\mu_R$ and $\mu_L$ and zero elsewhere. To integrate $T$, multiply its numerator and denominator by $e^{\alpha(E-\Phi)}$:

$$
T=\frac{e^{\alpha(E-\Phi)}}{1+e^{\alpha(E-\Phi)}}
=\frac{d}{dE}\left\{\frac1\alpha\ln\left[1+e^{\alpha(E-\Phi)}\right]\right\}.
$$

Inserting the two window edges gives the current-voltage law

$$
I=\frac{2e}{h\alpha}\ln
\frac{1+e^{\alpha(\beta eV-\Phi)}}
{1+e^{-\alpha[(1-\beta)eV+\Phi]}} .
$$

A second form follows from $\ln(1+e^z)=z+\ln(1+e^{-z})$, applied to both logarithms. The terms outside the logarithms add to $\alpha(\beta eV-\Phi)+\alpha[(1-\beta)eV+\Phi]=\alpha eV$, so

$$
I=\frac{2e}{h}\left\{eV+\frac1\alpha\ln
\frac{1+e^{\alpha(\Phi-\beta eV)}}
{1+e^{\alpha[\Phi+(1-\beta)eV]}}\right\}.
$$

The sharp gate provides a limit to test. As $\alpha\to\infty$, $(1/\alpha)\ln(1+e^{\alpha z})$ tends to $z$ for $z>0$ and to zero for $z<0$. With $\beta=1/2$ the first form then reproduces all three regimes of section 1.

## 5. Two different ohmic limits

The current missing from a fully open channel is

$$
G_0V-I=\frac{2e}{h}\int_{\mu_R}^{\mu_L}(1-T)\,dE .
$$

Since $1-T=1/[1+e^{\alpha(E-\Phi)}]$ is positive and smaller than $e^{-\alpha(E-\Phi)}$, extending the upper limit to infinity gives

$$
0<G_0V-I<\frac{2e}{h\alpha}\,e^{\alpha[\Phi+(1-\beta)eV]} .
$$

Thus $I\simeq G_0V$ when the lower window edge lies several times $1/\alpha$ above the barrier top. A negative $\Phi$ is not enough by itself: raising the bias lowers $\mu_R$, and for $\beta<1$ it eventually reaches the top.

The other ohmic limit is that of vanishing bias. Differentiating the integral with respect to its two moving limits,

$$
\frac{dI}{dV}=G_0\left[\beta T(\mu_L)+(1-\beta)T(\mu_R)\right],
\qquad
\left.\frac{dI}{dV}\right|_{V=0}=\frac{G_0}{1+e^{\alpha\Phi}} .
$$

Even a tunnelling contact is therefore ohmic at small enough bias, but its conductance may be far below $G_0$. A straight line through the origin does not identify an open channel; its slope must also be known.

## 6. The exponential limit and its end

Define

$$
a=e^{\alpha(\beta eV-\Phi)},\qquad
b=e^{-\alpha[(1-\beta)eV+\Phi]},\qquad \frac ab=e^{\alpha eV}>1 .
$$

The law becomes

$$
I=\frac{2e}{h\alpha}\ln\frac{1+a}{1+b}
=\frac{2e}{h\alpha}\int_b^a\frac{dz}{1+z}.
$$

The integrand lies between $1/(1+a)$ and $1/(1+b)$, hence

$$
\frac1{1+a}<\frac{I}{(2e/h\alpha)(a-b)}<\frac1{1+b}.
$$

When $a\ll1$, which means $\alpha(\Phi-\beta eV)\gg1$, the current is

$$
I\simeq\frac{2e}{h\alpha}e^{-\alpha\Phi}
\left[e^{\alpha\beta eV}-e^{-\alpha(1-\beta)eV}\right].
$$

For equal sharing this is a hyperbolic sine,

$$
I\simeq\frac{4e}{h\alpha}e^{-\alpha\Phi}\sinh\frac{\alpha eV}{2}.
$$

If also $\alpha eV\gg1$, the second exponential can be dropped:

$$
I\simeq\frac{2e}{h\alpha}e^{-\alpha\Phi}e^{\alpha\beta eV}.
$$

The growth comes from the upper window edge, which climbs toward the barrier top. At $\beta=0$ that edge stays put, and the current saturates instead of growing exponentially.

In this regime $\ln I$ against $V$ has slope $\alpha\beta e$. One such line gives a slope and an intercept, too few to determine $\alpha$, $\beta$ and $\Phi$. Under reversed bias the upper edge is $(1-\beta)e|V|$, so the slope becomes $\alpha(1-\beta)e$. The two slopes add to $\alpha e$, provided polarity changes neither the barrier nor the voltage division.

The exponential ends when $\beta eV$ approaches $\Phi$. Several times $1/\alpha$ beyond that point, with the lower edge still well below the top, the upper logarithm becomes linear and the lower one vanishes:

$$
I\simeq G_0\left(\beta V-\frac{\Phi}{e}\right).
$$

This is the middle regime of the sharp gate, now for general $\beta$.

## 7. Numbers for a soft and a hard path

Take round parameters for a broken-down gate oxide film 4 nm thick: $m=0.5\,m_e$, $\alpha=8\ \mathrm{eV}^{-1}$ and $\beta=1/2$. A "soft" path has $\Phi=+1$ eV and a "hard" path has $\Phi=-1$ eV. All other parameters of the law are held equal.

The curvature energy is $\hbar\omega=2\pi/8=0.785$ eV, and $m\omega^2=4.05$ eV/nm². Setting $U=0$ gives the soft barrier's width at the Fermi level,

$$
t=\frac2\omega\sqrt{\frac{2\Phi}{m}}
=\frac{\hbar\alpha}{\pi}\sqrt{\frac{2\Phi}{m}}=1.41\ \mathrm{nm},
$$

which fits inside the film. With $G_0=77.48$ µS, the prefactor of the exponential is

$$
\frac{2e}{h\alpha}e^{-\alpha\Phi}
=(77.48\ \mu\mathrm S)(0.125\ \mathrm V)e^{-8}=3.25\ \mathrm{nA}.
$$

At 1 V the pure exponential gives $3.249\,e^4=177.4$ nA. The full soft currents compare as follows.

| $V$ (V) | full (nA) | sinh (nA) | exponential (nA) |
|---|---|---|---|
| 0.2 | 5.77 | 5.77 | 7.23 |
| 0.5 | 23.5 | 23.6 | 24.0 |
| 1.0 | 175.7 | 177.3 | 177.4 |
| 1.5 | 1229 | 1311 | 1311 |
| 2.0 | 6713 | 9685 | 9685 |

At 0.2 V the pure exponential fails because $b/a=e^{-1.6}=0.20$ is not small. At 2 V it fails for the other reason: the upper edge has reached the barrier top, $a=1$, and the full current is $\ln2=0.69$ of the exponential value. From 0.5 to 1.5 V the full current rises by 1.72 decades per volt on average, close to the limiting slope $\alpha\beta e/\ln10$ of 1.74 decades per volt.

For the hard path, $I$ is 77.3 µA at 1 V against $G_0V=77.5$ µA. At 2 V it is 148.2 µA against 155.0 µA, a shortfall of 4.3% of $G_0V$, because the lower edge has come down to the barrier top. The shortfall equals the soft current at the same bias. The reason is that $T(E)$ for barrier height $\Phi$ and $T(-E)$ for height $-\Phi$ add to one. For $\beta=1/2$ the window is symmetric, so $I(\Phi)+I(-\Phi)=G_0V$ at fixed $\alpha$.

**Temperature.** In the exponential regime $T\simeq e^{\alpha(E-\Phi)}$, and each reservoir contributes an integral of $e^{\alpha E}f(E)$. Put $s=\alpha k_BT_K$, where $T_K$ is the temperature, and $y=e^{(E-\mu)/k_BT_K}$. For $0<s<1$,

$$
\int_{-\infty}^{\infty}e^{\alpha E}f\,dE
=k_BT_Ke^{\alpha\mu}\int_0^\infty\frac{y^{s-1}}{1+y}dy .
$$

Writing $1/(1+y)=\int_0^\infty e^{-(1+y)r}dr$ and integrating over $y$, then $r$, turns the last integral into $\Gamma(s)\Gamma(1-s)=\pi/\sin\pi s$. At zero temperature the whole integral is $e^{\alpha\mu}/\alpha$. The ratio is

$$
\frac{I(T_K)}{I(0)}\simeq\frac{\pi s}{\sin\pi s}.
$$

This also requires the thermal tail to be negligible at the barrier top, $(1/k_BT_K-\alpha)(\Phi-\mu_L)\gg1$. The factor is 1.074 at 300 K and 1.137 at 400 K. Integrating the complete transmission for the soft path at 1 V gives 1.072 and 1.132. The hard current changes by less than 0.1%.

**Field inside the barrier.** A uniform field $F$ adds $-eFx$ to $U$. Completing the square,

$$
U-eFx=\Phi+\frac{(eF)^2}{2m\omega^2}
-\frac{m\omega^2}{2}\left(x+\frac{eF}{m\omega^2}\right)^2 .
$$

The curvature, and so $\alpha$, is unchanged, but the top rises. If 1 V drops evenly over the film, the field is 2.5 MV/cm, the top rises by 7.7 meV and the soft current falls to 0.94 of its value. A field of 1 V per barrier width, 7.1 MV/cm, gives a rise of 62 meV and a ratio of 0.61 when it is taken as uniform everywhere; confined to the 1.41 nm it gives about 0.65. These figures assume the barrier sits at the middle of the drop. A neck 0.5 nm off the centre of the film has its top moved by a further $\pm0.125$ eV at 2.5 MV/cm, which amounts to a change of $\beta$, and the ratio becomes about 0.35 or 2.5.

**Barrier shape and a second mode.** Model the path as a hard-walled circular neck of radius $r(x)=r_0(1+x^2/\lambda^2)$. If the mass across the path is also $m$, its transverse energies are $\hbar^2j^2/(2mr^2)$, where $j$ is a zero of a Bessel function: 2.405 for the lowest mode and 3.832 for the next. Place the subband edge in the wide ends at $-3$ eV. With $W=\Phi+3$ eV, the lowest edge is

$$
-3\ \mathrm{eV}+\frac{W}{(1+x^2/\lambda^2)^2}
\simeq\Phi-\frac{2W}{\lambda^2}x^2 ,
$$

so $\lambda^2=4W/(m\omega^2)$ keeps the central curvature fixed. The neck radii are 0.33 nm for the soft path and 0.47 nm for the hard one, atomic dimensions at which a smooth hard wall is only a size estimate. Solving the one-dimensional wave equation for this levelling barrier at 1 V gives 0.85 of the soft current and 0.999 of the hard one. This treats the lowest mode as adiabatic; including the coupling between transverse modes caused by the changing radius lowers the soft figure to between 0.80 and 0.83, for a neck cut off between 2 nm (the film edge) and 6 nm on each side of its centre, and leaves the hard one within 0.1% of unity. The next mode, counted with its two orientations, adds of order $10^{-4}$ of the hard current and far less to the soft one. The parabolic formula gives $1.4\times10^{-4}$ and the levelling barrier about $5\times10^{-5}$. A wall only 3.1 eV above the Fermi level, which shrinks the soft and hard radii to 0.20 and 0.35 nm, still leaves the added share of the hard current of order $10^{-4}$. One channel is therefore consistent with this neck.

**Circuit and barrier height.** A resistance of 1 kΩ in series lowers the hard current at 1 V to 0.93 of its value, while the soft current changes by less than 0.1%. Raising the soft barrier by 0.1 eV at fixed $\alpha$ and bias leaves 0.45 of the current. The step is arbitrary, but it shows the sensitivity: in the neck model 0.1 eV corresponds to a change of radius of only 0.004 nm, and lowering $\beta$ from 0.5 to 0.4 has the same effect at 1 V.

**Beside a real gate stack.** The example gives 0.18 µA and 77 µA at 1 V. The soft value depends exponentially on the barrier: at the same $\alpha$ it falls to 3 nA for $\Phi=1.5$ eV and 0.06 nA for $\Phi=2$ eV, so it is an illustration and not a typical figure. The law also assumes metal-like electrodes with states across the whole bias window. If the emitter has states only 0.1 eV below its Fermi level, as degenerate silicon does above its gap, the soft current at 1 V drops to 0.55 and the hard current to 0.10 of the values above. The example's mass, equal voltage division and barrier heights are model choices, not measured properties of a particular oxide. Two volts over 4 nm is 5 MV/cm, below the breakdown field of an intact oxide, but an existing path carrying such currents may degrade further, so the 2 V entries only illustrate the formula. A real path also need not keep its barrier fixed under bias; for a centred parabolic barrier the field estimates above lower the soft current at 1 V by 6% to 39%, while an off-centre neck or another barrier shape can change it by more. Inelastic scattering, charge trapping and self-heating are absent from the law and have not been sized. Agreement of a measured curve with the law would therefore not by itself establish a coherent single channel.

The values for the one-mode law and its basic corrections are in the numerical output below.

## Table of computed values

```
G0 = 77.481 uS; 1/G0 = 12.906 kohm
mass = 0.5 m_e; alpha = 8.0 1/eV; beta = 0.5
Phi soft, hard = 1.0, -1.0 eV; film = 4.0 nm
hbar w = 0.7854 eV; curvature m w^2 = 4.048 eV/nm^2
soft barrier width at Fermi level = 1.406 nm
soft exponential prefactor = 3.249 nA
log slope alpha*beta = 4.00 1/V = 1.737 decades/V
soft zero-bias conductance = 0.025983 uS
hard zero-bias conductance = 77.455 uS
SOFT: V (V), full law, sinh law, pure exponential (nA)
  0.2  5.7683  5.7709  7.2308
  0.5  23.538  23.567  24.007
  1.0  175.72  177.33  177.39
  1.5  1229.3  1310.7  1310.7
  2.0  6713.2  9685.1  9685.1
HARD: V (V), full law, G0*V (uA)
  0.2  15.490  15.496
  0.5  38.717  38.740
  1.0  77.305  77.481
  1.5  114.992  116.221
  2.0  148.249  154.962
wave-equation check: worst relative error of T = 1.3e-05
wave-equation check: relative error of I = 1.3e-05
NEGLECTED EFFECTS at 1 V (current ratio to the full law)
300 K: soft 1.0716, hard 0.99984; limit factor 1.0740
400 K: soft 1.1316, hard 0.99970; limit factor 1.1370
drop over film: field 2.50 MV/cm, top +7.7 meV, soft ratio 0.941
drop over barrier: field 7.11 MV/cm, top +62.5 meV, soft ratio 0.609
neck: subband edge in wide ends = -3.0 eV
soft neck radius = 0.332 nm; levelled-off barrier ratio = 0.8526
soft second mode: top 7.15 eV, alpha 5.02 1/eV, added share 5.4e-13
hard neck radius = 0.469 nm; levelled-off barrier ratio = 0.9994
hard second mode: top 2.08 eV, alpha 5.02 1/eV, added share 1.4e-04
soft with 1 kohm in series: ratio 0.9993
hard with 1 kohm in series: ratio 0.9286
soft barrier 0.1 eV higher: ratio 0.452
```
